# Zero-point expansion of diamond's lattice constant, with its first correction

## Result

Let $a_s$ be the lattice constant at which the energy of diamond is least when the nuclei are held fixed. Zero-point motion increases it to $a$, where

$$\frac{a}{a_s}-1=\frac{x}{3}\left[1+x\left(\gamma+\frac76-\frac{B'}{2}\right)+O(x^2)\right],\qquad x=\frac{\gamma E_{zp}}{B\Omega}. \tag{1}$$

Here $\Omega=a^3/8$ is the volume per atom, $B$ the bulk modulus, $E_{zp}$ the zero-point energy per atom, and $\gamma$ the Gruneisen parameter, which measures how fast phonon frequencies fall as the volume grows. All four are taken at the real, expanded volume. $B'$ is the pressure derivative of the bulk modulus of the static lattice.

A Debye spectrum has $E_{zp}=\frac98k_B\Theta$. With $\Theta=2200$ K, $\gamma=1$ and $B=440$ GPa, the leading term is $x/3=0.455$ percent, and the bracket raises it to 0.457 percent. A phonon spectrum that also respects diamond's highest frequency lowers the leading term to 0.404 percent. "Roughly 0.4 percent" is a sound estimate for $\gamma$ near 1, but the leading term is proportional to $\gamma$ and is no more certain than $\gamma$ itself.

Equation (1) belongs to the quasi-harmonic approximation: at each volume the vibrations are harmonic, with frequencies that depend on that volume. Its correction term also takes $\gamma$ to be independent of volume; the change needed when it is not is given below. The crystal is cubic, at zero external pressure and zero temperature, and the electrons follow the nuclei adiabatically.

## Why zero-point motion pushes outward

Take a bond whose length exceeds its static value by $b$, with energy at small $b$

$$\varphi(b)=\tfrac12Kb^2-gb^3,\qquad g>0,$$

so that it is softer in extension than in compression. In a bound stationary state the mean momentum of each atom is constant, so the mean force vanishes. For an atom held by one bond,

$$\langle\varphi'(b)\rangle=K\langle b\rangle-3g\langle b^2\rangle=0
\quad\Rightarrow\quad \langle b\rangle=\frac{3g}{K}\langle b^2\rangle. \tag{2}$$

To lowest order in $g$, $\langle b^2\rangle$ may be taken from the harmonic ground state. Half of its energy $\frac12\hbar\omega$ is potential, so $\frac12K\langle b^2\rangle=\frac14\hbar\omega$ and

$$\langle b\rangle=\frac{3g\hbar\omega}{2K^2}.$$

The quasi-harmonic route gives the same shift. At a mean stretch $s$ the curvature is $\varphi''(s)=K-6gs$. Since $\omega\propto\sqrt{\varphi''}$, we have $d\omega/ds=-3g\omega/K$ at $s=0$. Minimising $\frac12Ks^2+\frac12\hbar\omega(s)$ gives

$$Ks-\frac{3g\hbar\omega}{2K}=0\quad\Rightarrow\quad s=\frac{3g\hbar\omega}{2K^2}.$$

The asymmetry is essential here: if $\varphi$ is even in $b$, the ground state is even too, and $\langle b\rangle=0$. This picture covers only motion along the bond. In a crystal, motion across the bonds also contributes to $\gamma$, and its contribution can have the opposite sign.

The argument extends to collective modes. A free chain of three equal atoms has two bonds and frequencies $\sqrt{K/m}$ and $\sqrt{3K/m}$. Stretching both bonds by $s$ costs $Ks^2$, while $dE_{zp}/ds=-3gE_{zp}/K$, so $s=3gE_{zp}/(2K^2)$. In units $\hbar=m=K=1$, with $g=0.01$, this is 0.020490. Diagonalizing the full Hamiltonian with a quartic term $hb^4$ added to each bond gives 0.020487 for $h=1.167\times10^{-4}$. The last digits depend on $h$: $h=10^{-4}$ gives 0.020492 and $h=2\times10^{-4}$ gives 0.020463, differences that belong to the next order.

## The leading term

Let $V$ be a variable volume per atom and write the energy per atom as $E_s(V)+E_{zp}(V)$, the static part plus the zero-point part. If every frequency varies as $V^{-\gamma}$, then

$$E_{zp}\propto V^{-\gamma},\qquad P\equiv-\frac{dE_{zp}}{dV}=\frac{\gamma E_{zp}}{V}. \tag{3}$$

The zero-point energy acts as an outward pressure $P$. If modes $i$ have different parameters $\gamma_i$, differentiating $\frac12\sum_i\hbar\omega_i$ gives (3) again, with

$$\gamma=\frac{\sum_i\gamma_i\hbar\omega_i}{\sum_i\hbar\omega_i}.$$

This average favours high frequencies. Thermal expansion weights each $\gamma_i$ by the heat capacity of its mode, so a value of $\gamma$ measured that way need not be the one required here.

Near its minimum $V_s$ the static lattice pulls back with pressure $B(V-V_s)/V_s$. Balance gives $\Delta V/V=P/B=x$ to first order. Because $V\propto a^3$, the relative change of $a$ is one third of this:

$$\frac{\Delta a}{a}=\frac{\gamma E_{zp}}{3B\Omega}. \tag{4}$$

For the Debye energy, $3$ modes per atom are distributed as $\omega^2$ up to $\omega_D=k_B\Theta/\hbar$. The normalised density is $9\omega^2/\omega_D^3$, whose integral from 0 to $\omega_D$ is 3. Hence

$$E_{zp}=\int_0^{\omega_D}\frac{\hbar\omega}{2}\,\frac{9\omega^2}{\omega_D^3}\,d\omega=\frac{9\hbar}{2\omega_D^3}\,\frac{\omega_D^4}{4}=\frac98k_B\Theta. \tag{5}$$

**How $x$ scales.** A stiff crystal has a large zero-point energy, but it also resists expansion. Sound speeds scale as $\sqrt{B\Omega/M}$, with $M$ the atomic mass, if the ratio of shear to bulk stiffness is held fixed. The Debye wave number scales as $\Omega^{-1/3}$. Therefore

$$k_B\Theta\propto\hbar\sqrt{\frac{B\,\Omega^{1/3}}{M}},\qquad x\propto\frac{\gamma\hbar}{\sqrt{MB}\;\Omega^{5/6}}.$$

At fixed $M$, $\Omega$ and $\gamma$, greater stiffness reduces the expansion. Compared with silicon, diamond has lighter atoms and a smaller volume per atom, and together these outweigh its greater bulk modulus. Its high ratio of shear to bulk stiffness, which this scaling holds fixed, increases the expansion further. For $M\to\infty$ the effect vanishes, as it must classically.

## The first correction

Equation (4) does not say whether $B$ belongs to the static or the real crystal. The difference is of relative order $x$, so the next order must settle it.

Let $p$ be the pressure of the static lattice and $B_s(p)$ its bulk modulus. By definition $d\ln V=-dp/B_s$. The static minimum has $p=0$; at the real volume $\Omega$, balance requires $p=-P$. Integrating between them,

$$L\equiv\ln\frac{\Omega}{V_s}=\int_{-P}^{0}\frac{dp}{B_s(p)}. \tag{6}$$

The real modulus is $B=\Omega(E_s''+E_{zp}'')$ at $\Omega$. From $E_{zp}\propto V^{-\gamma}$,

$$\Omega E_{zp}''=\frac{\gamma(\gamma+1)E_{zp}}{\Omega}=(\gamma+1)P.$$

At this volume the static part of the modulus is therefore smaller than $B$:

$$B_s(-P)=B-(\gamma+1)P.$$

Moving from $-P$ to $p$ compresses the static lattice and stiffens it:

$$B_s(p)=B-(\gamma+1)P+B'(p+P)+O(P^2/B).$$

Put this in (6) and expand $1/B_s\approx1/B-(B_s-B)/B^2$:

$$L=\frac PB-\frac1{B^2}\int_{-P}^{0}\left[-(\gamma+1)P+B'(p+P)\right]dp.$$

The first term in the integrand gives $-(\gamma+1)P^2$ and the second gives $B'P^2/2$. With $x=P/B$,

$$L=x+x^2\left(\gamma+1-\frac{B'}2\right)+O(x^3). \tag{7}$$

Finally $a/a_s=e^{L/3}$, so

$$\frac a{a_s}-1=\frac L3+\frac{L^2}{18}+\dots=\frac x3+\frac{x^2}{3}\left(\gamma+1-\frac{B'}2\right)+\frac{x^2}{18}+\dots$$

Since $x^2/18=(x^2/3)(1/6)$, this is (1).

The coefficient in (7) was tested by finding the equilibrium of a Birch-Murnaghan static lattice with zero-point pressure, at $x$ near $10^{-3}$. For $(\gamma,B')=(1,3.6)$, $(2,3)$ and $(0.5,5)$ the formula gives 0.2, 1.5 and $-1.0$; the computed coefficients agree to within 0.05.

**Starting from static quantities.** An electronic-structure calculation supplies $V_s$ and $B_0=B_s(0)$ instead. Define $y=\gamma E_{zp}(V_s)/(B_0V_s)$. On expansion by $L$ the static pressure is $p=-B_0(L-B'L^2/2)$ to second order, and the zero-point pressure is $B_0y\,e^{-(\gamma+1)L}$. Their sum vanishes when

$$L-\frac{B'L^2}{2}=y\left[1-(\gamma+1)L\right]+\dots$$

Replacing $L$ by $y$ in the small terms gives

$$L=y-y^2\left(\gamma+1-\frac{B'}2\right)+O(y^3). \tag{8}$$

The correction has the opposite sign to that in (7). For $\gamma$ near 1 and $B'$ near 4 both are small, so either set of inputs serves in the leading formula.

**If $\gamma$ varies with volume.** Let $q=d\ln\gamma/d\ln V$. If the modes have different $\gamma_i$, then $\gamma$ is their weighted average, and $q$ includes the change of the weights; it need not vanish even when every $\gamma_i$ is constant. Differentiating $-\gamma E_{zp}/V$ once more gives $\Omega E_{zp}''=(\gamma+1-q)P$, so $\gamma+1$ becomes $\gamma+1-q$ in the correction. With $q$ of order one, this changes the expansion by about one percent of itself in diamond.

**What the correction omits.** Since $E_{zp}$ is proportional to $\hbar$, $x^2$ is of order $\hbar^2$. Interactions between phonons also add terms of order $\hbar^2$ to the energy. Equation (7) is thus the first correction within the quasi-harmonic model, not the complete second-order result for a crystal.

## Numbers for diamond

The inputs are rough typical values: $a=0.357$ nm, $B=440$ GPa, $\Theta=2200$ K, $\gamma=1$ and $B'=3.6$. The volume per atom is $(0.357\ \text{nm})^3/8=5.687\times10^{-3}$ nm³. Then

$$E_{zp}=\tfrac98(0.1896\ \text{eV})=0.2133\ \text{eV},\qquad B\Omega=15.62\ \text{eV},$$

$$x=\frac{0.2133}{15.62}=0.01365,\qquad \frac x3=0.455\ \text{percent}.$$

This lengthens $a$ by $1.62\times10^{-3}$ nm. The zero-point pressure is 6.01 GPa.

The coefficient of $x$ in (1) is $1+1.167-1.8=0.367$. The relative correction is $0.367\times0.01365=0.005$, which raises 0.455 to 0.457 percent. A numerical search for the Birch-Murnaghan lattice that acquires the measured volume and modulus once zero-point motion is added also gives 0.457 percent.

That static lattice has a bulk modulus of 449.8 GPa at its own minimum. The estimate from the derivation is close: $B-(\gamma+1)P+B'P=440-12.0+21.6=449.6$ GPa. For constant $\gamma$, zero-point motion therefore lowers the equilibrium modulus by about 2 percent. The added curvature of the zero-point energy stiffens the crystal, but the expansion softens it more. Unlike the expansion, this figure is sensitive to $q$: the difference between the static and real moduli is $(B'-\gamma-1+q)P$, and $q=-1$, 1 and 2 give about 0.9, 3.5 and 4.7 percent.

The correction is far smaller than the uncertainty of the inputs. Varying $\gamma$ from 0.8 to 1.2, with all else held fixed, moves the leading result from 0.364 to 0.546 percent.

## Replacing the Debye spectrum

A Debye temperature obtained from sound speeds, or from the heat capacity at very low temperature, describes long waves. Zero-point energy weights short waves and optical modes most. The highest phonon frequency of diamond is roughly 40 THz, or 0.1654 eV, whereas the Debye cutoff is 0.1896 eV.

To size the error, consider a lattice with nearest-neighbour bonds of length $r=\sqrt3a/4$ and energy

$$U=\frac{k_s}{2}\sum_{\text{bonds}}(\delta r)^2+\frac{k_b}{2}\sum_{\text{angles}}\left[r\,\delta\cos\theta+\lambda(\delta r_1+\delta r_2)\right]^2,$$

where $\delta r_1$ and $\delta r_2$ are the stretches of the two bonds that form the angle. Three conditions are imposed on its three parameters.

1. *Bulk modulus.* Uniform expansion leaves the angles unchanged. Each atom accounts for two bonds and six angles, so the energy per atom is $(k_s+12\lambda^2k_b)(\delta r)^2$. It must equal $\frac12B\Omega(3\delta r/r)^2$, hence $k_s+12\lambda^2k_b=9B\Omega/(2r^2)$.
2. *Highest optical frequency at zero wave vector.* It is set to 40 THz.
3. *Sound speeds.* With $c_j$ the three speeds in a given direction and the bar an average over directions, they must reproduce 2200 K through
$$k_B\Theta=\hbar c_D\left(\frac{6\pi^2}{\Omega}\right)^{1/3},\qquad \frac3{c_D^3}=\overline{\sum_{j=1}^3\frac1{c_j^3}}.$$

These conditions have more than one stable solution. One, with $k_s\approx517$ eV/nm², $k_b\approx850$ eV/nm² and $\lambda\approx-0.488$, has $E_{zp}=0.208$ eV, but its spectrum reaches 0.227 eV away from zero wave vector, far above diamond's highest frequency, so it is discarded. The solution used has $k_s=1887$ eV/nm², $k_b=370$ eV/nm² and $\lambda=-0.487$. Summing $\frac12\hbar\omega$ over the Brillouin zone gives $E_{zp}=0.1895$ eV per atom, which is 0.888 of the Debye value. With $\gamma$, $B$ and $\Omega$ unchanged,

$$\frac{\Delta a}{a}=\frac{0.1895}{3\times15.62}=0.404\ \text{percent}.$$

Part of the reduction comes from Debye modes that lie too high. The largest energy on the zone grid is 0.1671 eV, a fraction $t=0.881$ of the Debye cutoff. A fraction $1-t^3=0.32$ of the Debye modes lies above it. Moving these modes down to $t$ changes the mean frequency, in units of the cutoff, from $\frac34$ to

$$\tfrac34t^4+t(1-t^3)=0.73.$$

That is a drop of about 3 percent. The rest of the 11 percent is the amount by which the mean frequency of the lattice model lies below that of this clipped Debye spectrum.

A simpler repair keeps the Debye form but cuts it off at 40 THz, equivalent to 1920 K. It gives 0.1861 eV and 0.397 percent. Its closeness to the lattice sum is a finding for these parameters, not a general rule.

The lattice model is fitted, has short-range forces and does not predict $\gamma$. Its 0.404 percent therefore still carries the full uncertainty of $\gamma$.

## Finite temperature

If one $\gamma$ serves all modes, thermal energy $E_{th}$ produces the pressure $\gamma E_{th}/\Omega$ and adds $\gamma E_{th}/(3B\Omega)$ to the strain. In the Debye model

$$E_{th}=9k_BT\left(\frac T\Theta\right)^3\int_0^{\Theta/T}\frac{u^3}{e^u-1}\,du.$$

**Low temperature.** For $T\ll\Theta$ the integral tends to $\pi^4/15$. Dividing by (5),

$$\frac{E_{th}}{E_{zp}}\to\frac{8\pi^4}{15}\left(\frac T\Theta\right)^4.$$

At 300 K this is 0.018. The full integral gives $E_{th}=3.60$ meV, a ratio of 0.017, and an expansion of 0.0077 percent between 0 and 300 K. The valence-force lattice gives 4.82 meV and 0.0103 percent. The two spectra share the same long-wave limit, so the excess comes from departures from the Debye form at higher frequencies. Even the larger value is about 2.5 percent of that lattice's zero-point expansion, so using room-temperature data for $a$ does little harm.

**High temperature.** The mean energy of an oscillator, zero-point part included, is $k_BT[1+(\hbar\omega/k_BT)^2/12+\dots]$. In the Debye spectrum $\omega^2$ averages to $\frac35\omega_D^2$, so

$$E_{zp}+E_{th}=3k_BT\left[1+\frac1{20}\left(\frac\Theta T\right)^2+\dots\right].$$

To leading order, with $\gamma$, $B$ and $\Theta$ held fixed, thermal and zero-point expansion are equal when this total is $2E_{zp}=\frac94k_B\Theta$. With $\tau=T/\Theta$ the condition is $3\tau^2-\frac94\tau+\frac3{20}=0$, whose larger root is $\tau=0.676$, or 1487 K. The full Debye integral gives 1492 K. This temperature is proportional to $\Theta$, so a Debye spectrum cut off at 1920 K would give about 1300 K.

## Use in stress calculations

A static electronic-structure calculation returns $a_s$, not $a$. Before comparison, the measured lattice constant should be reduced by about 0.0014 nm, according to the lattice-model estimate. The error of the electronic-structure method is a separate matter and is not removed by this step.

The distinction matters for diamond films used to spread heat in chips. Suppose the strain of a (001) film is wrongly referred to $a_s$. Every spacing of an unstressed film then appears stretched by 0.404 percent. If the in-plane spacing is the one measured, the film is assigned an in-plane strain $\varepsilon=0.404$ percent. With a free surface, $\sigma_{zz}=0$ gives $\varepsilon_{zz}=-2C_{12}\varepsilon/C_{11}$, and the in-plane stress is

$$\sigma=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)\varepsilon.$$

The lattice model has $C_{11}=1031$ GPa and $(C_{11}-C_{12})/2=443$ GPa, hence $C_{12}=145$ GPa. The bracket is 1135 GPa, and the fictitious stress is about 4.6 GPa. If instead the out-of-plane spacing is measured, $\varepsilon_{zz}=0.404$ percent is converted to $\varepsilon=-C_{11}\varepsilon_{zz}/(2C_{12})$, and the fictitious stress is about $-16$ GPa, opposite in sign and sensitive to $C_{12}$.

The inputs are typical of diamond. Devices break the assumption of zero temperature. At 300 K this moves the lattice constant by only about 0.01 percent, but the shift grows quickly with temperature, so for a hotter device the thermal term should be evaluated at the working temperature. Doping, defects and mismatch with the substrate cause real strains that must be treated separately.

The estimate needs $x\ll1$ and vibrations that are small compared with the bond length. In the lattice model the root-mean-square displacement, all three directions together, is $6.78\times10^{-3}$ nm, or 4.4 percent of the bond length. Where that ratio is not small, the quasi-harmonic energy itself becomes unreliable, and the correction in (1) cannot repair it. The numerical output below lists the values used here.

## Calculated quantities

```
INPUTS (rough typical values for diamond)
lattice constant a = 0.357 nm
bulk modulus B = 440 GPa
Debye temperature = 2200 K
Gruneisen parameter = 1.0
pressure derivative B' = 3.6
highest phonon = 40 THz = 0.1654 eV
ESTIMATE
volume per atom = 5.687 x 10^-3 nm^3
k*Theta = 0.1896 eV
zero-point energy per atom = 0.2133 eV
B*Omega = 15.62 eV
zero-point pressure = 6.01 GPa
volume expansion = 1.365 percent
lattice-constant expansion = 0.455 percent
same as length = 1.62 x 10^-3 nm
expansion for gamma 0.8 = 0.364 percent
expansion for gamma 1.2 = 0.546 percent
NONLINEAR EQUATION OF STATE
static lattice constant = 0.35537 nm
static bulk modulus = 449.8 GPa
expansion = 0.457 percent
VALENCE-FORCE LATTICE
stretch constant = 1887 eV/nm^2
bend constant = 370 eV/nm^2
stretch-bend coupling = -0.487
C11 = 1031 GPa, C44 = 567 GPa
(C11-C12)/2 = 443 GPa
bulk modulus from sound speeds = 440.0 GPa
highest energy on zone grid = 0.1671 eV
zero-point energy per atom = 0.1895 eV
ratio to Debye value = 0.888
expansion = 0.404 percent
rms displacement, 3 directions = 6.78 x 10^-3 nm
rms displacement / bond length = 0.0439
DEBYE SPECTRUM CUT AT HIGHEST PHONON
cutoff temperature = 1920 K
zero-point energy per atom = 0.1861 eV
expansion = 0.397 percent
TEMPERATURE OF USE
thermal energy at 300 K, Debye = 3.60 meV
thermal energy, lattice = 4.82 meV
expansion 0 to 300 K, Debye = 0.0077 percent
same, lattice = 0.0103 percent
thermal equals zero-point part at 1492 K
TEST VALUES
counted Debye factor = 1.1250 (9/8 = 1.1250)
chain mean bond shift, direct = 0.020487 (hbar=m=K=1)
chain shift, quasi-harmonic = 0.020490 (hbar=m=K=1)
```
